# Relativistic Phase Shifts of a Muffin-Tin Sphere from the Radial Dirac Equations, part 1

(Sections cited here and not found follow in the second part.)

## First half: momentum and radial equations

Q: Before any phase shift is defined, which equation does the electron obey, and in which units?

A: It obeys the one-electron Dirac equation in a mean-field potential $V$,

$$\left[c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+V(r)\right]\psi=W\psi .$$

The potential is that of a single muffin-tin sphere: it depends only on $r$ for $r<R$ and is zero for $r>R$. It enters as an electrostatic energy, multiplying the unit matrix. There is no magnetic field and no spin polarization.

Rydberg units set $\hbar=1$, $2m=1$ and $e^2=2$. The Bohr radius $\hbar^2/(me^2)$ is then 1, and so is the Rydberg energy $me^4/(2\hbar^2)$. From $\alpha=e^2/(\hbar c)$ the speed of light is $c=2/\alpha=274.072$, where this $\alpha$ is the fine-structure constant. Since $m=1/2$, the rest energy is $mc^2=c^2/2$. I write

$$W=E+\frac{c^2}{2},$$

so that $E$ is the energy above the muffin-tin zero, as in the Schrödinger equation. Two combinations occur repeatedly: $W-mc^2=E$ and $W+mc^2=E+c^2$.

Q: In these units the kinetic energy is $p^2$. Why should the momentum outside the sphere be anything other than $\sqrt E$?

A: Because $E=p^2$ is the low-energy form of the kinetic energy. Take $V=0$ and a plane wave whose upper and lower two-component amplitudes are $a$ and $b$. In the standard representation $\boldsymbol\alpha$ connects upper and lower components through the Pauli matrices $\boldsymbol\sigma$, and $\beta$ is $+1$ on the upper and $-1$ on the lower pair. The two rows are

$$c\,\boldsymbol\sigma\cdot\mathbf p\,b=E\,a,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,a=(E+c^2)\,b .$$

Multiply the first row by $E+c^2$ and replace $(E+c^2)b$ by means of the second:

$$c^2(\boldsymbol\sigma\cdot\mathbf p)^2a=E(E+c^2)\,a .$$

Since $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, division by $c^2$ gives

$$p^2=E\left(1+\frac{E}{c^2}\right).$$

Q: A quadratic equation has two roots. Which one is meant, and how large is the correction?

A: Solving for the energy gives

$$E=-\frac{c^2}{2}\pm\sqrt{\frac{c^4}{4}+c^2p^2}.$$

The upper sign is the electron branch, with $E\ge0$ for real $p$. The lower sign gives $E\le-c^2$. On the electron branch $E=p^2-E^2/c^2$, hence $E\simeq p^2-p^4/c^2$ to first order in $1/c^2$. This is the usual term $-p^4/(8m^3c^2)$ with $m=1/2$.

With $c^2=75115.46$ Ry the correction to $p^2$ is as follows.

| $E$ (Ry) | $E^2/c^2$ (bohr$^{-2}$) | $p^2$ (bohr$^{-2}$) |
|---:|---:|---:|
| 0.5 | $3.33\times10^{-6}$ | 0.5000033 |
| 100 | 0.133 | 100.133 |
| 5000 | 333 | 5332.8 |

Relative to $E$, the correction is 0.13% at 100 Ry and 6.7% at 5000 Ry. At valence energies it is negligible in size, although keeping it makes the exterior solution consistent with the Dirac equation.

Q: May I shift the zero of energy, as I would in the Schrödinger equation?

A: Only if the interstitial potential is shifted with it. For a constant exterior potential $V_0$, each $E$ in the two rows becomes $E-V_0$, so that

$$p^2=(E-V_0)\left(1+\frac{E-V_0}{c^2}\right).$$

I keep $V_0=0$. For $-c^2<E<0$ the product $E(1+E/c^2)$ is negative and $p$ is imaginary. The exterior waves then grow or decay, and there is no real scattering phase shift. The scattering problem below has $E>0$.

Q: The sphere is round, but the Dirac operator mixes spin with direction. How can you reduce it to functions of $r$?

A: By splitting $\boldsymbol\sigma\cdot\mathbf p$ into a radial and an angular part. For vectors whose components commute with the Pauli matrices,

$$(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b),$$

provided the order of $\mathbf a$ and $\mathbf b$ is kept. Let $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$, so $\sigma_r^2=1$. Insert this unit factor and use $\hat{\mathbf r}\times\mathbf p=\mathbf L/r$ and $\hat{\mathbf r}\cdot\mathbf p=-i\partial_r$:

$$\boldsymbol\sigma\cdot\mathbf p=\sigma_r\left[\sigma_r(\boldsymbol\sigma\cdot\mathbf p)\right]
=\sigma_r\left[-i\partial_r+\frac{i}{r}\boldsymbol\sigma\cdot\mathbf L\right]
=-i\sigma_r\left[\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right].$$

What remains is to choose angular functions on which $\boldsymbol\sigma\cdot\mathbf L$ is a number.

Q: Those would be states of good $j$. Where does $\kappa$ come from?

A: From $\mathbf J=\mathbf L+\boldsymbol\sigma/2$ one has $J^2=L^2+\boldsymbol\sigma\cdot\mathbf L+3/4$. Therefore

$$\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\frac34 .$$

For $j=l+1/2$ the right-hand side is $(l^2+2l+3/4)-(l^2+l)-3/4=l$. For $j=l-1/2$ it is $(l^2-1/4)-(l^2+l)-3/4=-l-1$. Define $\kappa$ by

$$\boldsymbol\sigma\cdot\mathbf L\,\chi_{\kappa\mu}=-(\kappa+1)\chi_{\kappa\mu}.$$

Then $\kappa=-l-1$ belongs to $j=l+1/2$, while $\kappa=l$ belongs to $j=l-1/2$ and requires $l\ge1$. The index $\mu$ is the eigenvalue of $J_z$. One integer $\kappa$ thus specifies both $l$ and $j$, with $j=|\kappa|-1/2$.

Q: You still have $\sigma_r$ in front, and it can change the angular function.

A: It does, in a controlled way. The operator $\sigma_r$ is unchanged by a joint rotation of space and spin, so it preserves $j$ and $\mu$. It is odd under $\mathbf r\to-\mathbf r$, so it changes the parity $(-1)^l$. For given $j$ and $\mu$ there are just two spin-angular functions, with $l=j+1/2$ and $l=j-1/2$, and they have opposite parity. They are labelled by $\kappa$ and $-\kappa$. Hence $\sigma_r$ exchanges them up to a phase, and I fix their relative phase by

$$\sigma_r\chi_{\kappa\mu}=-\chi_{-\kappa\mu}.$$

Applying $\sigma_r$ again and using $\sigma_r^2=1$ gives the same relation with $\kappa$ replaced by $-\kappa$, so the convention is consistent.

For any radial function $g(r)$ it follows that

$$\boldsymbol\sigma\cdot\mathbf p\,(g\chi_{\kappa\mu})
=-i\sigma_r\left[g'+\frac{1+\kappa}{r}g\right]\chi_{\kappa\mu}
=i\left[g'+\frac{1+\kappa}{r}g\right]\chi_{-\kappa\mu}.$$

The function on the right is again a single spin-angular function. An upper component with $\kappa$ is therefore coupled to a lower component with $-\kappa$ and to no other. A general solution is a sum of such independent channels.

Q: Then write the channel and trace the signs. Why is there usually a factor $i$ in the lower component?

A: The factor makes both radial equations real. Set

$$\psi=\begin{pmatrix}g(r)\,\chi_{\kappa\mu}\\ i f(r)\,\chi_{-\kappa\mu}\end{pmatrix}.$$

The lower row of the Dirac equation is $c\,\boldsymbol\sigma\cdot\mathbf p(g\chi_{\kappa\mu})=(E-V+c^2)\,if\chi_{-\kappa\mu}$. The factors $i$ cancel:

$$c\left[g'+\frac{1+\kappa}{r}g\right]=(E-V+c^2)f .$$

The upper row is $c\,\boldsymbol\sigma\cdot\mathbf p(if\chi_{-\kappa\mu})=(E-V)g\chi_{\kappa\mu}$. Here the angular identity is used with $-\kappa$, and $i\cdot i=-1$ gives

$$-c\left[f'+\frac{1-\kappa}{r}f\right]=(E-V)g .$$

Now put $P=rg$ and $Q=rf$. Since $g'=P'/r-P/r^2$, the first bracket is $(P'+\kappa P/r)/r$. In the same way the second is $(Q'-\kappa Q/r)/r$. Multiplication by $r$ gives the radial Dirac equations

$$P'=-\frac{\kappa}{r}P+\frac{E-V+c^2}{c}\,Q,\qquad
Q'=\frac{\kappa}{r}Q-\frac{E-V}{c}\,P .$$

Q: I see no centrifugal term $l(l+1)/r^2$. Does the Schrödinger equation really come back?

A: It appears when the second function is eliminated. Since $Q$ is of order $1/c$ in the nonrelativistic limit, define $q=cQ$ and $B=1+(E-V)/c^2$. Then

$$P'=-\frac{\kappa}{r}P+Bq,\qquad q'=\frac{\kappa}{r}q-(E-V)P .$$

For $c\to\infty$ at fixed $E$ and $V$, $B\to1$ and $q=P'+\kappa P/r$. Differentiate the first equation and insert the second:

$$P''=-\frac{\kappa}{r}P'+\frac{\kappa}{r^2}P+\frac{\kappa}{r}\left(P'+\frac{\kappa}{r}P\right)-(E-V)P .$$

The terms in $P'$ cancel, leaving

$$-P''+\frac{\kappa(\kappa+1)}{r^2}P+VP=EP .$$

Both $\kappa=l$ and $\kappa=-l-1$ give $\kappa(\kappa+1)=l(l+1)$. The two channels of one $l$ then obey the same equation, and their phase shifts coincide.

Q: So where is the spin-orbit interaction when $c$ is finite? You never added one.

A: It is contained in the variation of $B$. Differentiate $P'=-\kappa P/r+Bq$ with $B$ retained:

$$P''=-\frac{\kappa}{r}P'+\frac{\kappa}{r^2}P+B'q+B\left[\frac{\kappa}{r}q-(E-V)P\right].$$

Replace $q$ by $(P'+\kappa P/r)/B$ and use $B'=-V'/c^2$. The terms $\mp\kappa P'/r$ cancel as before, and

$$-P''+\frac{l(l+1)}{r^2}P-\frac{V'}{c^2B}\left(P'+\frac{\kappa}{r}P\right)=B(E-V)P .$$

The term that distinguishes the two channels of one $l$ is

$$-\frac{\kappa V'}{c^2Br}P=\frac{V'}{c^2Br}\,(1+\boldsymbol\sigma\cdot\mathbf L)\,P ,$$

where $\boldsymbol\sigma\cdot\mathbf L$ stands for its eigenvalue. To leading order $B=1$, and the spin-dependent part is $V'\boldsymbol\sigma\cdot\mathbf L/(c^2r)$, the usual spin-orbit energy in these units. When the potential rises outwards, $V'>0$, this spin-orbit energy is attractive for $\kappa=l$ and repulsive for $\kappa=-l-1$ with $l\ge1$; for $l=0$ the eigenvalue of $\boldsymbol\sigma\cdot\mathbf L$ is zero and it vanishes.

Q: Near a nucleus $V$ diverges and $B$ is not close to 1. With what do you start the solution?

A: For a point charge, $V\to-2Z/r$. Insert $P=a_0r^\gamma$ and $Q=b_0r^\gamma$, and keep the most singular terms. Near the origin $E$ and $c^2$ are negligible beside $2Z/r$, so

$$(\gamma+\kappa)a_0=\frac{2Z}{c}b_0,\qquad(\gamma-\kappa)b_0=-\frac{2Z}{c}a_0 .$$

Multiplying the equations and cancelling $a_0b_0$ gives

$$\gamma^2=\kappa^2-\left(\frac{2Z}{c}\right)^2 .$$

The regular solution takes $\gamma>0$. The other root gives $P^2\propto r^{-2|\gamma|}$, whose integral diverges at the origin if $|\gamma|\ge1/2$. The ratio of the components is

$$\frac{b_0}{a_0}=\frac{c(\gamma+\kappa)}{2Z}=\frac{2Z/c}{\kappa-\gamma}.$$

The first form is convenient for $\kappa>0$ and the second for $\kappa<0$, since neither then subtracts nearly equal numbers.

Q: Are there charges for which this prescription fails?

A: Yes. If $2Z/c>|\kappa|$, $\gamma$ is imaginary and the point-charge problem has no regular power law. Even for $0<\gamma<1/2$ the normalization integral alone does not reject the second root. A nucleus of finite size removes the singularity. With bounded $V$ the terms $\mp\kappa/r$ dominate the origin: for $\kappa<0$ they give $P\propto r^{l+1}$, with $Q$ one power higher, and for $\kappa>0$ they give $Q\propto r^{\kappa}$, with $P$ one power higher.

Q: Is the small component at least small near the point charge?

A: Not necessarily. Take $Z=80$. Then $2Z/c=0.5838$, and for $|\kappa|=1$ one finds $\gamma=\sqrt{1-0.5838^2}=0.8119$. For $\kappa=-1$ the ratio $Q/P$ at the origin is $-0.5838/1.8119=-0.322$. For $\kappa=1$ it is $1.8119/0.5838=3.10$, so the component called small is the larger one there. The name describes the low-energy exterior region. The power law itself requires $2Z/r\gg c^2$, or $r\ll2Z/c^2=0.0021$ bohr.

## Second half: matching and phase shifts

Q: Which symbols and results do you carry across the sphere boundary?

A: The unknowns are $P=rg$ and $Q=rf$, with $g$ the large and $f$ the small radial component. They obey

$$P'=-\frac{\kappa}{r}P+\frac{E-V+c^2}{c}Q,\qquad Q'=\frac{\kappa}{r}Q-\frac{E-V}{c}P,$$

in Rydberg units, with $V=0$ for $r>R$, $E>0$ and $p^2=E(1+E/c^2)$. The upper component has $l=\kappa$ for $\kappa>0$ and $l=-\kappa-1$ for $\kappa<0$. The lower component has the angular function of $-\kappa$ and hence the orbital number $\bar l=l-S$, where $S$ is the sign of $\kappa$. I also use $B=1+(E-V)/c^2$ and the second-order equation for $P$, in which the channels of one $l$ differ by the term $-\kappa V'P/(c^2Br)$.

Q: Outside, is $g$ still a spherical Bessel function, or does relativity change its form?

A: The form survives, with the relativistic $p$. For $V=0$ the second-order equation has $V'=0$ and $BE=E(1+E/c^2)=p^2$, so

$$P''+\left[p^2-\frac{l(l+1)}{r^2}\right]P=0 .$$

Its solutions are $P=r\,y_l(pr)$, where $y_l$ is $j_l$ or the Neumann function $n_l$. My signs are $j_0=\sin x/x$ and $n_0=-\cos x/x$.

The small component is not free to be chosen. The first radial equation fixes it:

$$f=\frac{c}{E+c^2}\left[g'+\frac{1+\kappa}{r}g\right].$$

The radial Dirac equations, their regular start at the nucleus and the exterior form of $g$ are now established, and $g$ fixes the small component $f$. It remains to write $f$ outside as a single Bessel function of order $\bar l$, to match both components at $R$, and to obtain and examine the phase shifts.

Numbers in the example were calculated in double precision.
